# Null-event hopping with an advancing clock equals rejection-free kinetics in law

## What dimension and symmetry fix

A system in state $i$ tries to hop at random instants separated by independent exponential times of mean $1/\Lambda$. Some trials are accepted and the rest are null events. An exponential gap has no memory, and each trial uses fresh random numbers, so a system that has waited without hopping is statistically as it was at the start. Its probability per unit time of an accepted hop is therefore a constant, $\kappa$.

Let $k$ be the summed true rate of some set of hops, and let $\kappa$ now count accepted hops of that set. Each hop is accepted in proportion to its rate, so the individual rates enter only through their sum. Assume also that acceptance is normalized to the clock, so that a summed rate equal to $\Lambda$ would make every trial succeed; any other normalization brings in a third rate and multiplies $\kappa$ by a constant factor. This leaves $k$ and $\Lambda$ as the quantities with the dimension of inverse time, so $\kappa=\Lambda\,g(k/\Lambda)$ with $g$ dimensionless. For two disjoint sets of hops the probabilities per unit time add, hence $g(x+y)=g(x)+g(y)$. A non-negative additive function on $[0,1]$ is linear, and $g(1)=1$ because at $k=\Lambda$ every trial succeeds. So $g(x)=x$ and $\kappa=k$: the trial rate must drop out. The theorem makes this explicit for whole trajectories.

## Setting and theorem

The states are finite in number. In each state $M$ hops are on offer; hop $m$ has the constant true rate $r_m(i)$, which is zero if the hop is blocked. Write $k_{ij}$ for the sum of $r_m(i)$ over hops leading from $i$ to $j\neq i$, and $k_i=\sum_j k_{ij}$.

**Rejection-free kinetics.** The system stays in $i$ for an exponential time of mean $1/k_i$, then moves to $j$ with probability $k_{ij}/k_i$, independently of that time. The joint density of waiting time and destination is
$$k_i e^{-k_i t}\,\frac{k_{ij}}{k_i}=k_{ij}e^{-k_i t}.\tag{1}$$

**Null-event kinetics.** Fix $R$ with $r_m(i)\le R$ for all $m$ and $i$, and set $\Lambda=MR$. In each trial, pick one of the $M$ hops uniformly and accept it with probability $r_m(i)/R$; otherwise reject it. In both cases advance the clock by an independent exponential time of mean $1/\Lambda$. An accepted hop takes effect at the advanced time.

**Theorem.** From the same initial state, the two procedures give the same probability law for the whole trajectory, that is, for the sequence of states and their residence times.

The equality is one of laws; individual runs differ. The algebra holds in any unit of time, atomic units included.

## Two lemmas

**Lemma 1.** One trial moves $i$ to $j\ne i$ with probability $k_{ij}/\Lambda$ and leaves $i$ unchanged with probability $1-k_i/\Lambda$.

*Proof.* Hop $m$ is picked and accepted with probability $(1/M)(r_m/R)=r_m/\Lambda$. Summing over the hops that lead to $j$ gives $k_{ij}/\Lambda$. Summing over $j$ gives the acceptance probability $k_i/\Lambda$, which is at most 1 because $k_i\le MR$. $\square$

**Lemma 2.** The total time of $n$ trials has density $f_n(t)=\Lambda^n t^{n-1}e^{-\Lambda t}/(n-1)!$.

*Proof.* For $n=1$ this is the exponential density. If it holds for $n$, adding one more independent time gives
$$f_{n+1}(t)=\int_0^t \frac{\Lambda^n s^{n-1}e^{-\Lambda s}}{(n-1)!}\,\Lambda e^{-\Lambda(t-s)}ds=\frac{\Lambda^{n+1}e^{-\Lambda t}}{(n-1)!}\,\frac{t^n}{n}=\frac{\Lambda^{n+1}t^n e^{-\Lambda t}}{n!}.\ \square$$

## Proof of the theorem

The system leaves $i$ for $j$ at trial $n$ if $n-1$ rejections are followed by an acceptance into $j$. These decisions do not depend on the clock increments, so probabilities multiply. With $q=n-1$,
$$\sum_{n\ge1}\Big(1-\frac{k_i}{\Lambda}\Big)^{n-1}\frac{k_{ij}}{\Lambda}f_n(t)
=k_{ij}e^{-\Lambda t}\sum_{q\ge0}\frac{[(\Lambda-k_i)t]^q}{q!}
=k_{ij}e^{-\Lambda t}e^{(\Lambda-k_i)t}=k_{ij}e^{-k_it}.\tag{2}$$
In the first equality one factor $\Lambda$ of $\Lambda^n$ cancels the one under $k_{ij}$, and the other $n-1$ turn $(1-k_i/\Lambda)^{n-1}$ into $(\Lambda-k_i)^{n-1}$. The result is (1).

After an accepted hop all draws are fresh, so successive residences multiply. A trajectory $i_0\to i_1\to\dots\to i_n$ with completed residence times $t_0,\dots,t_{n-1}$, observed until time $t$, has density
$$\Big[\prod_{l=0}^{n-1}k_{i_l i_{l+1}}e^{-k_{i_l}t_l}\Big]\,e^{-k_{i_n}(t-t_0-\dots-t_{n-1})}$$
in both procedures. The last factor is the probability that the unfinished residence has not yet ended, obtained by integrating (1) over later times and summing over $j$. If $k_i=0$ no trial is ever accepted and the system stays, as it should. $\square$

**Occupation probabilities.** Let $Q$ have off-diagonal elements $k_{ij}$ and diagonal elements $-k_i$. By Lemma 1 the one-trial matrix is $P=1+Q/\Lambda$. The number of trials in time $t$ is Poisson distributed with mean $\Lambda t$, so
$$\sum_{n\ge0}e^{-\Lambda t}\frac{(\Lambda t)^n}{n!}P^n=e^{-\Lambda t}e^{\Lambda tP}=e^{\Lambda t(P-1)}=e^{Qt},$$
which is the solution of the master equation.

**Cost.** With acceptance probability $a=k_i/\Lambda$, a residence takes on average $\sum_n n(1-a)^{n-1}a=1/a=\Lambda/k_i$ trials, which is $\Lambda$ times its mean duration. Summed over all residences, the mean number of trials $N$ up to an exit time $T$ is $\langle N\rangle=\Lambda\langle T\rangle$. A looser bound leaves the law of the trajectory unchanged but costs proportionally more trials.

**Two extensions.** If the number of hops on offer depends on the state, the clock must use $\Lambda_i=M_iR$ of the current state; the proof treats one state at a time and is unchanged. If the rates vary in time, as in a temperature ramp, the method still works provided that $R$ bounds them throughout and acceptance uses the rates at the advanced time. Given $n$ trials in $(0,t)$, their instants are independent and uniform, so each is rejected with probability $1-\bar k_i/\Lambda$, where $\bar k_i$ is the time average of $k_i$. Then
$$\sum_n e^{-\Lambda t}\frac{(\Lambda t)^n}{n!}\Big(1-\frac{\bar k_i}{\Lambda}\Big)^n=e^{-\bar k_it}=\exp\Big(-\int_0^t k_i(s)\,ds\Big),$$
the survival probability for time-dependent rates. An acceptance into $j$ then occurs with probability $k_{ij}(t)$ per unit time.

## Where the equality is lost

**Clock stopped on null events.** If only accepted trials add time, every residence has mean $1/\Lambda$, whatever its true rate. The simulated rates are $\Lambda k_{ij}/k_i$. Let $p$ be the true stationary distribution, $\sum_i p_ik_{ij}=p_jk_j$. Then $q_i\propto k_ip_i$ is stationary for the stopped clock, since
$$\sum_i q_i\frac{k_{ij}}{k_i}\propto\sum_i p_ik_{ij}=p_jk_j\propto q_j.$$
For hops over saddles, with site energies $E_i$, saddle energies $S$ and rates $\nu e^{-(S-E_i)/k_BT}$, the true weights are $p_i\propto e^{-E_i/k_BT}$. The product $k_ip_i$ is then proportional to the sum of $e^{-S/k_BT}$ over the saddles next to $i$. The site energy has cancelled, so a trap no longer holds its atom longer.

**Fixed steps.** Let every trial add $1/\Lambda$. Means are kept, because $\langle N\rangle/\Lambda=\langle T\rangle$. For one residence, $\langle n(n-1)\rangle=2(1-a)/a^2$, so the variance of $n$ is $2(1-a)/a^2+1/a-1/a^2=(1-a)/a^2$. Dividing by $\Lambda^2$ gives the variance of the residence time,
$$\frac{1-k_i/\Lambda}{k_i^2}\quad\text{instead of}\quad\frac1{k_i^2}.$$
For a whole passage with exponential steps, $T$ is a sum of $N$ independent times of mean $1/\Lambda$ and variance $1/\Lambda^2$, with $N$ independent of them. Hence $\mathrm{Var}\,T=\langle N\rangle/\Lambda^2+\mathrm{Var}\,N/\Lambda^2$. Fixed steps keep the second term and lose the first, which equals $\langle T\rangle/\Lambda$. The loss vanishes as $\Lambda\to\infty$. At $k_i=\Lambda$ the residence time does not fluctuate at all.

**Bound too low.** An acceptance probability cannot exceed 1, so the simulated rates are $\min(r_m,R)$.

## Example: copper crossing a thin nitride barrier

One Cu atom crosses a 3.0 nm TaN film along ten sites, $0$ to $9$, spaced 0.3 nm apart. The temperature is 973 K, so $k_BT=0.08385$ eV, and $\nu=10^{13}$ s$^{-1}$. Saddle $n$ lies between sites $n$ and $n+1$. The saddle energies, in eV, are 2.40, 2.30, 2.40, 2.50, 2.40, 2.30, 2.40, 2.50, 2.40, 2.30. All site energies are zero except a trap, $E_5=-0.20$ eV. The atom starts at site 0, where the film reflects it, and leaves for good over saddle 9.

**Mean passage time.** Let $G_m$ be the mean total time spent at site $m$. Integrating the master equation over all time shows that the net number of crossings of each saddle is 1: the atom starts at site 0, ends outside, and leaves nothing behind. With $G_{10}=0$,
$$\nu e^{-S_n/k_BT}\big(G_ne^{E_n/k_BT}-G_{n+1}e^{E_{n+1}/k_BT}\big)=1.$$
Summing from $n=m$ to 9 gives $G_me^{E_m/k_BT}=\nu^{-1}\sum_{n\ge m}e^{S_n/k_BT}$. Adding all $G_m$ and exchanging the sums,
$$\langle T\rangle=\frac1\nu\sum_{n=0}^{9}e^{S_n/k_BT}\sum_{m\le n}e^{-E_m/k_BT}.\tag{3}$$

An energy of 0.1 eV corresponds to a factor 3.296. The fastest hop, over 2.30 eV, has rate 12.214 s$^{-1}$, so a 2.40 eV hop has rate $12.214/3.296=3.706$ s$^{-1}$. The trap has weight $3.296^2=10.86$. In units of $1/(3.706\ \mathrm{s}^{-1})$ the ten terms of (3) are
$$1+0.61+3+13.18+5+4.81+16.86+58.87+18.86+6.03=128.2,$$
so $\langle T\rangle=128.2/3.706=34.6$ s. The largest term belongs to the second 2.50 eV saddle, which lies behind the trap.

**The two algorithms.** The bound is the rate over a 2.25 eV barrier, $R=22.174$ s$^{-1}$, so $\Lambda=2R=44.35$ s$^{-1}$. The trap is left at rate $0.3412+1.1244=1.4656$ s$^{-1}$, and a trial there succeeds with probability $1.466/44.35=0.033$. In 100 000 sampled residences the mean stay was 0.680 s before a left hop and 0.685 s before a right hop. Both agree with $1/k_5=0.682$ s within the sampling scatter, as independence of time and destination requires.

With 20 000 walks each, the null-event mean is $34.58\pm0.21$ s and the rejection-free mean $34.63\pm0.21$ s. The largest gaps between the sampled cumulative distributions and the one obtained by diagonalizing $Q$ are 0.0046 and 0.0047. Chance alone would exceed 0.0138 about once in a thousand times. A passage takes $44.35\times34.6=1534$ trials on average, of which 191 are accepted.

**The failures in numbers.** With the clock stopped on null events the mean passage time is $190.7/44.35=4.30$ s, too short by a factor of 8.05. If the exit is closed, the atom should spend a fraction $10.86/(9+10.86)=0.547$ of its time in the trap. The stopped clock gives 0.176, and gives the same value when the trap is removed.

With fixed steps the relative loss of residence variance, $k_i/\Lambda$, is largest where acceptance is high. The absolute loss per residence, $1/(k_i\Lambda)$, is largest in the trap, which supplies half of the loss over a passage because the atom spends half of its time there. At site 1, with $k_1=15.92$ s$^{-1}$, the residence variance falls to $1-15.92/44.35=0.641$ of its true value. Over the whole passage the variance loses only $34.6/44.35=0.78$ s$^2$ out of $29.63^2=878$ s$^2$. Nearly all of the spread comes from the number of trials, whose standard deviation, about 1310, is close to its mean of 1534, and fixed steps keep that part.

A bound set at 2.35 eV, $R=6.728$ s$^{-1}$, slows some hops, yet the mean passage time drops to 24.8 s, 0.717 of the true value. The hop from site 6 back into the trap (2.30 eV) is clipped, while the hop out of the trap to site 6 (2.50 eV) is not. The clipped rates are those of a film in which sites 6 to 9 and saddles 6 to 8 are lowered by 0.05 eV and saddle 1 is raised by 0.05 eV. Saddle 9 keeps its energy, so the exit barrier from the lowered site 9 becomes 2.35 eV. Formula (3) for that film gives $92.0/3.706=24.8$ s. The low bound has thus created a false downhill step behind the trap, which outweighs the slower hops.

## The model beside a real barrier

The energies are round model values, chosen so that a film of a few nanometres is crossed within a short anneal near 1000 K; they are not fitted to measurements on TaN. The passage time corresponds to an effective diffusion coefficient $L^2/(2\langle T\rangle)=1.3\times10^{-15}$ cm$^2$/s, with $L$ the film thickness. The anneal temperature is far above that of an operating chip. With the same saddles, (3) gives $3.2\times10^7$ s, about a year, at 673 K, and $10^{23}$ s at 378 K. The latter is a formal extrapolation and no lifetime, since any easier path would take over.

A real film need not offer one known path: grain boundaries and defects give a spread of saddles. Raising all saddles by 0.1 eV lengthens the passage by a factor of 3.3, which is far more than the statistical error above. A film 10 K hotter is crossed in 0.73 of the time. Tunnelling, in the lowest-order Wigner estimate with the saddle frequency set equal to $\nu$, raises the rates by 1% at 973 K and 7% at 378 K. Other Cu atoms block sites: in local equilibrium, if ordinary sites are 1% full, the trap is 10% full, and the single-atom picture begins to fail there. The film is taken as conducting and free of current, so no macroscopic electric field acts inside it. Lateral paths and recrossing of saddles are left out and have not been sized.

The fixed bound also has a practical limit. If the 973 K bound is kept at 673 K it remains valid, but one passage then needs $1.4\times10^9$ trials on average. For work at a constant lower temperature the bound should be lowered with the rates, as long as it does not fall below the fastest of them. The full set of values is in the numerical output.

## Computed values

```
film thickness: 3.0 nm, 10 sites
site spacing: 0.3 nm
temperature: 973 K, kT = 0.08385 eV
attempt frequency: 1.0e+13 1/s
saddles (eV): 2.40 2.30 2.40 2.50 2.40 2.30 2.40 2.50 2.40 2.30
trap: site 5 (first site is 0), depth 0.20 eV
bound barrier: 2.25 eV, bound R = 22.174 1/s
trial rate 2R: 44.347 1/s
fastest single hop rate: 12.214 1/s
trap hop rates left, right: 0.3412, 1.1244 1/s
trap escape rate: 1.4656 1/s, mean stay 0.6823 s
trap acceptance per trial: 0.0330
trap mean trials, sampled: 30.33, exact 30.26
trap right fraction, sampled: 0.7684, exact 0.7672
trap mean stay before left hop, sampled: 0.6804 s
trap mean stay before right hop, sampled: 0.6853 s
fastest-escape site: 1, escape rate 15.920 1/s
its variance*k^2, exponential steps, sampled: 1.0014
its variance*k^2, fixed steps, sampled: 0.6395, exact 0.6410
trial series vs exp(Qt), t = 3.460 s: error 3.8e-14
mean passage time, linear solve: 34.6005 s
mean passage time, closed formula: 34.6005 s
standard deviation of passage time: 29.6323 s
same with fixed steps: 29.6191 s
walkers per simulation: 20000
rejection simulation mean: 34.583 +- 0.208 s
rejection-free simulation mean: 34.626 +- 0.208 s
largest CDF gap, rejection: 0.00464
largest CDF gap, rejection-free: 0.00473
CDF gap limit (1 in 1000 by chance): 0.01379
mean trials per passage: 1534.4, sampled 1534.1
mean accepted hops per passage: 190.72
accepted share of trials: 0.1243
stopped clock mean: 4.3005 s, sampled 4.3126 s
true mean / stopped-clock mean: 8.05
stopped clock, largest CDF gap: 0.765
closed film, trap occupation, right clock: 0.5469
closed film, stopped clock: 0.1761
closed film, stopped clock, no trap: 0.1761
too low bound: barrier 2.35 eV, R = 6.728 1/s
mean passage with too low bound: 24.8194 s, ratio to true 0.7173
effective D = L^2/(2 mean time): 1.301e-15 cm2/s
neglected: Wigner tunnelling factor at 973 K: 1.0101
neglected: Wigner tunnelling factor at 378 K: 1.0672
neglected: saddles 0.1 eV higher, time factor: 3.296
neglected: 10 K hotter, time factor: 0.734
neglected: trap filling if other sites are 0.01 full: 0.0989
fastest hop rate / attempt frequency: 1.22e-12
mean passage time at 673 K: 3.173e+07 s
mean passage time at 378 K: 1.119e+23 s
mean trials at 673 K with the 973 K bound: 1.407e+09
```
